# Choosing the Crank–Nicolson time step for ultrasoft orbitals: verification in Python

```python
"""Crank-Nicolson propagation with an overlap matrix (ultrasoft orbitals).

Equation: i S dpsi/dt = H(t) psi, S Hermitian positive definite and constant.
Step:     (S + i H dt/2) psi_new = (S - i H dt/2) psi_old, H at the midpoint.
Results under test:
  * psi_a^+ S psi_b is conserved for any Hermitian H and any dt;
  * the global error is O(dt^2) and lies below an explicit bound;
  * an eigenstate H u = e S u advances with energy (2/dt) arctan(e dt/2);
  * the resulting red shift of an absorption line, and its reduction when
    H is replaced by H - mu S with mu midway between the two levels.
Model: one electron on a 1D grid, Gaussian well, two projectors (even, odd).
S = 1 + sum q|b><b|, H = H0 + E(t) X, X = x + augmentation dipole.
Hartree atomic units; vectors carry the square root of the grid spacing.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.linalg import eigh, expm, solve
from scipy.optimize import minimize_scalar

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
AU_TIME_AS = physical_constants["atomic unit of time"][0] * 1e18

# ---------------------------------------------------------------- model
spacing, half_box = 0.25, 15.0
n_grid = int(round(2 * half_box / spacing)) - 1
x = (np.arange(n_grid) + 1) * spacing - half_box
well_depth, well_width, proj_width = 1.5, 1.5, 0.8
q_aug = np.diag([0.4, -0.2])
d_nonlocal = np.diag([-0.2, 0.1])
dipole_aug = np.array([[0.0, 0.1], [0.1, 0.0]])

gauss = np.exp(-x**2 / (2 * proj_width**2))
beta = np.column_stack([gauss, x * gauss])
beta /= np.linalg.norm(beta, axis=0)
kinetic = (np.diag(np.full(n_grid, 1 / spacing**2))
           - np.diag(np.full(n_grid - 1, 0.5 / spacing**2), 1)
           - np.diag(np.full(n_grid - 1, 0.5 / spacing**2), -1))
S = np.eye(n_grid) + beta @ q_aug @ beta.T
H0 = (kinetic - np.diag(well_depth * np.exp(-x**2 / (2 * well_width**2)))
      + beta @ d_nonlocal @ beta.T)
X = np.diag(x) + beta @ dipole_aug @ beta.T
s_eigs = np.linalg.eigvalsh(S)
assert s_eigs[0] > 0
energies, states = eigh(H0, S)
e0, e1 = energies[:2]
assert e0 < e1 < 0
ground = states[:, 0].astype(complex)


def s_norm(v):
    return np.sqrt(np.vdot(v, S @ v).real)


def cn_step(H, dt, psi):
    return solve(S + 0.5j * dt * H, S @ psi - 0.5j * dt * (H @ psi))


print("grid points:", n_grid, " spacing (bohr):", spacing)
print(f"S eigenvalues, min and max: {s_eigs[0]:.4f} {s_eigs[-1]:.4f}")
print(f"level energies e0, e1 (hartree): {e0:.6f} {e1:.6f}")
print(f"highest grid energy (hartree): {energies[-1]:.4f}")

# ------------------------------- conservation for arbitrary Hermitian H
rng = np.random.default_rng(7)
for dt in (0.1, 1.0, 10.0):
    pair = states[:, :2].astype(complex)
    for _ in range(20):
        R = (rng.normal(size=(n_grid, n_grid))
             + 1j * rng.normal(size=(n_grid, n_grid)))
        pair = cn_step((R + R.conj().T) / 2, dt, pair)
    gram_error = np.abs(pair.conj().T @ S @ pair - np.eye(2)).max()
    assert gram_error < 1e-10
    print(f"random H, dt={dt:g} a.u.: overlap error {gram_error:.1e}")

# --------------------------------------------- pulse: order and bound
T_pulse, field_max, field_freq = 20.0, 0.05, 0.5
ts = sp.symbols("t")
pulse = field_max * sp.sin(sp.pi * ts / T_pulse)**2 * sp.sin(field_freq * ts)
E, E_d1, E_d2 = [sp.lambdify(ts, sp.diff(pulse, ts, k), "numpy")
                 for k in range(3)]
A0, AX = np.linalg.solve(S, H0), np.linalg.solve(S, X)
times = np.linspace(0, T_pulse, 401)
ref = solve_ivp(lambda t, y: -1j * (A0 @ y + E(t) * (AX @ y)),
                (0, T_pulse), ground, method="DOP853",
                t_eval=times, rtol=1e-10, atol=1e-12)
assert ref.success
psi_ref = ref.y[:, -1]
M3 = G = 0.0
for t, y in zip(times, ref.y.T):
    A = A0 + E(t) * AX
    y1 = -1j * (A @ y)
    y2 = -1j * (A @ y1 + E_d1(t) * (AX @ y))
    y3 = -1j * (A @ y2 + 2 * E_d1(t) * (AX @ y1) + E_d2(t) * (AX @ y))
    M3 = max(M3, s_norm(y3))
    G = max(G, s_norm(A0 @ y2) + field_max * s_norm(AX @ y2))
bound_coeff = T_pulse * (M3 / 24 + G / 8)
print(f"pulse: T={T_pulse:g} a.u., E0={field_max:g} a.u., "
      f"frequency={field_freq:g} hartree")
print(f"M3, G (a.u.): {M3:.4f} {G:.4f}")


def driven(dt, offset):
    """Propagate through the pulse; H is taken at t + offset*dt."""
    psi, s_dev, plain = ground.copy(), 0.0, []
    for n in range(int(round(T_pulse / dt))):
        psi = cn_step(H0 + E((n + offset) * dt) * X, dt, psi)
        s_dev = max(s_dev, abs(s_norm(psi)**2 - 1))
        plain.append(np.vdot(psi, psi).real)
    return psi, s_dev, max(plain) - min(plain)


errors, left_diff = [], []
for dt in (0.2, 0.1, 0.05, 0.025):
    psi_mid, s_dev, plain_range = driven(dt, 0.5)
    psi_left = driven(dt, 0.0)[0]
    errors.append(s_norm(psi_mid - psi_ref))
    left_diff.append(s_norm(psi_left - psi_mid))
    assert s_dev < 1e-11
    assert errors[-1] < bound_coeff * dt**2
    print(f"dt={dt:g} a.u.: error {errors[-1]:.4e}, bound "
          f"{bound_coeff * dt**2:.4e}, left-mid {left_diff[-1]:.4e}")
ratio_mid = errors[-2] / errors[-1]
ratio_left = left_diff[-2] / left_diff[-1]
assert abs(ratio_mid - 4) < 0.05
assert abs(ratio_left - 2) < 0.1
assert plain_range > 1e-3
print(f"last error ratio, midpoint H: {ratio_mid:.4f}")
print(f"last ratio of left-mid difference: {ratio_left:.4f}")
print(f"largest S-norm^2 deviation, dt=0.025: {s_dev:.1e}")
print(f"range of plain psi^+psi in same run: {plain_range:.5f}")
excited = 1 - abs(np.vdot(ground, S @ psi_ref))**2
print(f"population outside ground state after pulse: {excited:.5f}")

# ------------------------------------ norm drift of an inexact solve
dt_loose = 0.05
rhs = S @ psi_ref - 0.5j * dt_loose * (H0 @ psi_ref)
trial = psi_ref.copy()
for _ in range(2):
    trial = np.linalg.solve(S, rhs - 0.5j * dt_loose * (H0 @ trial))
residual = S @ trial + 0.5j * dt_loose * (H0 @ trial) - rhs
drift = s_norm(trial)**2 - s_norm(psi_ref)**2
drift_formula = np.vdot(trial + psi_ref, residual).real
assert abs(drift) > 1e-9 and abs(drift - drift_formula) < 1e-12
print(f"two-iteration solve, dt={dt_loose:g}: S-norm^2 drift {drift:.4e}, "
      f"from residual {drift_formula:.4e}")

# ------------------------------------------------ phase of eigenstates


def measured_energies(dt, mu=0.0):
    """Energies read from the phase gained in one step of H0 - mu S."""
    after = cn_step(H0 - mu * S, dt, states.astype(complex))
    factor = np.einsum("ij,ij->j", states, S @ after)
    assert np.abs(np.abs(factor) - 1).max() < 1e-10
    return -np.angle(factor) / dt


dt = 0.2
e_num = measured_energies(dt)
assert np.abs(e_num - 2 / dt * np.arctan(energies * dt / 2)).max() < 1e-9
assert np.all(np.abs(e_num) < np.abs(energies))
series3 = -e0**3 * dt**2 / 12
series5 = series3 + e0**5 * dt**4 / 80
assert abs(e_num[0] - e0 - series5) < 0.02 * abs(series5 - series3)
print(f"dt={dt:g} a.u. ({dt * AU_TIME_AS:.3f} as), pi/dt={np.pi / dt:.4f} "
      "hartree")
print(f"ground state: numerical energy {e_num[0]:.6f} hartree")
print(f"  shift {e_num[0] - e0:.4e}, cubic term {series3:.4e}, "
      f"with quintic {series5:.4e} hartree")
print(f"highest state: numerical energy {e_num[-1]:.4f} hartree")

# ------------------------------------- absorption line after a kick
omega, middle = e1 - e0, (e0 + e1) / 2
kick, T_signal = 1e-3, 600.0
psi_kicked = expm(-1j * kick * AX) @ ground
assert abs(s_norm(psi_kicked) - 1) < 1e-11


def line_position(mu):
    """Peak of the windowed Fourier transform of the dipole signal."""
    Hs = H0 - mu * S
    U = solve(S + 0.5j * dt * Hs, S - 0.5j * dt * Hs)
    n_steps = int(round(T_signal / dt))
    psi, dipole = psi_kicked.copy(), np.empty(n_steps + 1)
    for n in range(n_steps + 1):
        dipole[n] = np.vdot(psi, X @ psi).real
        if n < n_steps:
            psi = U @ psi
    energy_change = np.vdot(psi, H0 @ psi).real - np.vdot(
        psi_kicked, H0 @ psi_kicked).real
    assert abs(energy_change) < 1e-9
    t = np.arange(n_steps + 1) * dt
    window = np.sin(np.pi * t / T_signal)**4
    signal = window * (dipole - np.sum(window * dipole) / window.sum())

    def height(w):
        return abs(np.sum(signal * np.exp(1j * w * t)))

    scan = np.arange(0.1, 0.8, 0.002)
    top = scan[np.argmax([height(w) for w in scan])]
    best = minimize_scalar(lambda w: -height(w) / height(top),
                           bounds=(top - 0.004, top + 0.004),
                           method="bounded", options={"xatol": 1e-10})
    return best.x, energy_change


print(f"kick {kick:g} a.u., signal length {T_signal:g} a.u.")
print(f"exact transition omega: {omega:.6f} hartree = "
      f"{omega * HARTREE_EV:.4f} eV; middle m: {middle:.6f} hartree")
for name, mu in (("mu=0", 0.0), ("mu=m", middle)):
    peak, energy_change = line_position(mu)
    predicted = 2 / dt * (np.arctan((e1 - mu) * dt / 2)
                          - np.arctan((e0 - mu) * dt / 2))
    leading = -omega * dt**2 * ((middle - mu)**2 / 4 + omega**2 / 48)
    assert abs(peak - predicted) < 2e-6
    assert abs(leading / (peak - omega) - 1) < 0.05
    assert peak < omega
    print(f"{name}: peak {peak:.6f}, arctan formula {predicted:.6f} hartree")
    print(f"  shift {peak - omega:.3e}, leading formula {leading:.3e} hartree"
          f" ; shift {(peak - omega) * HARTREE_EV * 1e3:.2f} meV")
    print(f"  energy change over the run: {energy_change:.1e} hartree")
assert abs(peak - 4 / dt * np.arctan(omega * dt / 4)) < 2e-6

# --------------------------------------- time step for a 1 meV error
target = 1e-3 / HARTREE_EV
for name, mu in (("mu=0", 0.0), ("mu=m", middle)):
    dt_rule = np.sqrt(target / (omega * ((middle - mu)**2 / 4
                                         + omega**2 / 48)))
    e_rule = measured_energies(dt_rule, mu)
    actual = omega - (e_rule[1] - e_rule[0])
    assert abs(actual / target - 1) < 0.02
    print(f"{name}: dt for 1 meV error {dt_rule:.4f} a.u. = "
          f"{dt_rule * AU_TIME_AS:.3f} as, measured error "
          f"{actual * HARTREE_EV * 1e3:.4f} meV")

print("tests ok")
```

Running it gives:

```
grid points: 119  spacing (bohr): 0.25
S eigenvalues, min and max: 0.8000 1.4000
level energies e0, e1 (hartree): -0.966367 -0.501037
highest grid energy (hartree): 31.9688
random H, dt=0.1 a.u.: overlap error 1.4e-15
random H, dt=1 a.u.: overlap error 4.8e-15
random H, dt=10 a.u.: overlap error 2.2e-14
pulse: T=20 a.u., E0=0.05 a.u., frequency=0.5 hartree
M3, G (a.u.): 0.9095 0.9476
dt=0.2 a.u.: error 5.9085e-02, bound 1.2508e-01, left-mid 1.1120e-02
dt=0.1 a.u.: error 1.4834e-02, bound 3.1269e-02, left-mid 5.6136e-03
dt=0.05 a.u.: error 3.7125e-03, bound 7.8174e-03, left-mid 2.8136e-03
dt=0.025 a.u.: error 9.2837e-04, bound 1.9543e-03, left-mid 1.4076e-03
last error ratio, midpoint H: 3.9990
last ratio of left-mid difference: 1.9988
largest S-norm^2 deviation, dt=0.025: 5.6e-15
range of plain psi^+psi in same run: 0.02686
population outside ground state after pulse: 0.05366
two-iteration solve, dt=0.05: S-norm^2 drift 1.2946e-06, from residual 1.2946e-06
dt=0.2 a.u. (4.838 as), pi/dt=15.7080 hartree
ground state: numerical energy -0.963375 hartree
  shift 2.9914e-03, cubic term 3.0082e-03, with quintic 2.9913e-03 hartree
highest state: numerical energy 12.6763 hartree
kick 0.001 a.u., signal length 600 a.u.
exact transition omega: 0.465330 hartree = 12.6623 eV; middle m: -0.733702 hartree
mu=0: peak 0.462757, arctan formula 0.462757 hartree
  shift -2.573e-03, leading formula -2.589e-03 hartree ; shift -70.01 meV
  energy change over the run: -4.5e-13 hartree
mu=m: peak 0.465246, arctan formula 0.465246 hartree
  shift -8.394e-05, leading formula -8.397e-05 hartree ; shift -2.28 meV
  energy change over the run: -1.5e-13 hartree
mu=0: dt for 1 meV error 0.0238 a.u. = 0.576 as, measured error 0.9999 meV
mu=m: dt for 1 meV error 0.1323 a.u. = 3.201 as, measured error 0.9999 meV
tests ok
```
